# Which Trap Lifetimes Survive Regularized Inversion of Current Transients?: a numerical check

```python
# Result under test: a nonnegative ridge inversion of a current transient is
# unique and stable; peaks well inside the time window survive changes of
# regularization and window, while a lifetime beyond the window does not.
# Model: I(t) = I_inf - integral g(ln tau) exp(-t/tau) d(ln tau), g >= 0.
# sigma: noise standard deviation; lam: regularization strength;
# h: step in ln(tau); dlt: step in ln(t). Units: s, mA/mm, lam in mm/mA.
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar, nnls

sigma, I_inf = 0.2, 500.0
true_tau = np.array([5e-3, 0.5 / np.sqrt(1.5), 0.5 * np.sqrt(1.5), 1000.0])
true_amp = np.array([20.0, 10.0, 10.0, 30.0])
times = np.logspace(-4, 4.5, 341)
dlt = np.log(times[1] / times[0])
tau = np.logspace(-5, 5, 121)
h = np.log(tau[1] / tau[0])
rng = np.random.default_rng(12345)
clean = I_inf - np.exp(-times[:, None] / true_tau) @ true_amp
current = clean + sigma * rng.standard_normal(times.size)


def nonnegative_minimum(H, q):
    """Active-set minimum of x.H.x/2 - q.x subject to x >= 0."""
    x = np.zeros(q.size)
    free = np.zeros(q.size, dtype=bool)
    tol = 1e-12 * np.max(np.abs(q))
    for _ in range(1500):
        w = q - H @ x
        w[free] = -np.inf
        j = int(np.argmax(w))
        if w[j] <= tol:
            break
        free[j] = True
        while free.any():
            idx = np.flatnonzero(free)
            s = np.linalg.solve(H[np.ix_(idx, idx)], q[idx])
            if s.min() > 0:
                x[:] = 0
                x[idx] = s
                break
            old = x[idx]
            neg = s <= 0
            gap = np.maximum(old[neg] - s[neg], 1e-300)
            new = old + np.min(old[neg] / gap) * (s - old)
            x[idx] = new
            free[idx[neg & (new <= 1e-12)]] = False
            x[~free] = 0
    return x


def prepare(window, data):
    use = (times >= window[0] * 0.9999) & (times <= window[1] * 1.0001)
    K = h * np.exp(-times[use, None] / tau)
    A = (K - K.mean(axis=0)) / sigma
    z = -(data[use] - data[use].mean()) / sigma
    return A, z, K, data[use]


def invert(window, lam, data):
    A, z, K, y = prepare(window, data)
    g = nonnegative_minimum(A.T @ A + lam**2 * h * np.eye(tau.size), A.T @ z)
    return g, np.sum((z - A @ g)**2), np.mean(y + K @ g)


def find_peaks(g):
    """List of (lifetime, area), bounded by minima and by one decade."""
    found = []
    for i in range(1, g.size - 1):
        if g[i] > g[i - 1] and g[i] >= g[i + 1]:
            a = b = i
            while a > 0 and i - a < 12 and g[a - 1] <= g[a] and g[a] > 0:
                a -= 1
            while (b < g.size - 1 and b - i < 12 and g[b + 1] <= g[b]
                   and g[b] > 0):
                b += 1
            part = g[a:b + 1]
            area = h * part.sum()
            if area >= 5 * sigma:
                center = np.sum(part * np.log(tau[a:b + 1])) / part.sum()
                found.append((np.exp(center), area))
    return found


def matches(peak, others):
    return any(abs(np.log(p[0] / peak[0])) <= np.log(1.5)
               and abs(p[1] / peak[1] - 1) <= 0.25 for p in others)


def nearest(peaks, lifetime):
    return min(peaks, key=lambda p: abs(np.log(p[0] / lifetime)))


# Transform of the logarithmic kernel, by quadrature
def kernel_power(w):
    return np.pi / (w * np.sinh(np.pi * w))


for w in (1.0, 2.0, 3.0):
    parts = [quad(lambda u: np.exp(u - np.exp(u)) * f(w * u), -35, 5,
                  limit=400, epsabs=1e-12)[0] for f in (np.cos, np.sin)]
    numeric = (parts[0]**2 + parts[1]**2) / w**2
    assert abs(numeric / kernel_power(w) - 1) < 1e-5
    print(f"kernel power at omega={w:.0f}: {numeric:.4e}")

# Choice of regularization from the rise of chi-square
full = (1e-4, 100.0)
lam_floor = 3e-3
floor = invert(full, lam_floor, current)[1]
low, high = np.log(lam_floor), np.log(3.0)
for _ in range(22):
    mid = (low + high) / 2
    if invert(full, np.exp(mid), current)[1] - floor < 10:
        low = mid
    else:
        high = mid
lam = np.exp((low + high) / 2)
g_ref, chi_ref, base_ref = invert(full, lam, current)
A, z, K, y = prepare(full, current)
scan = [invert(full, v, current)[1] for v in np.logspace(-2, 0, 7)]
assert np.all(np.diff(scan) > -1e-6)

# Optimality and comparison with a separate solver
back = np.maximum(0, A.T @ (z - A @ g_ref) / (lam**2 * h))
assert np.max(np.abs(back - g_ref)) < 1e-4 * g_ref.max()
augmented = np.vstack([A, lam * np.sqrt(h) * np.eye(tau.size)])
other = nnls(augmented, np.r_[z, np.zeros(tau.size)], maxiter=5000)[0]
solver_gap = np.max(np.abs(other - g_ref)) / g_ref.max()
assert solver_gap < 1e-4

print(f"noise sigma: {sigma} mA/mm; true I_inf: {I_inf} mA/mm")
for t0, a0 in zip(true_tau, true_amp):
    print(f"true trap: tau={t0:.4g} s, amplitude={a0:.0f} mA/mm")
print(f"steps: ln t {dlt:.4f}, ln tau {h:.4f}; samples to 100 s: {z.size}")
print(f"chi2 at small lambda {lam_floor} mm/mA: {floor:.1f}")
print(f"lambda*: {lam:.4f} mm/mA; chi2: {chi_ref:.1f}")
print(f"relative gap between the two solvers: {solver_gap:.1e}")

# Linear filter, tested by inverting wave packets
noise_level = lam**2 * sigma**2 * dlt
w_c = brentq(lambda w: np.log(kernel_power(w) / noise_level), 0.1, 12)
s_grid = h * np.arange(-105, 106)
lt_grid = np.arange(-20, 20, dlt)
Kp = h * np.exp(-np.exp(lt_grid[:, None] - s_grid)) / sigma
Hp = Kp.T @ Kp + lam**2 * h * np.eye(s_grid.size)
for w in (w_c - 1, w_c, w_c + 1):
    packet = np.cos(w * s_grid) * np.exp(-s_grid**2 / 32)
    passed = np.linalg.solve(Hp, Kp.T @ (Kp @ packet))[105]
    law = 1 / (1 + noise_level / kernel_power(w))
    assert abs(passed - law) < 0.05
    print(f"filter at omega={w:.2f}: packet {passed:.3f}, law {law:.3f}")
print(f"resolution: {np.pi/w_c:.3f} in ln tau, factor {np.exp(np.pi/w_c):.2f}")

# Cost of replacing the close pair by one exponential, without noise
t_full = times[times <= 100.01]
pair = np.exp(-t_full[:, None] / true_tau[1:3]) @ true_amp[1:3]
pair = (pair - pair.mean()) / sigma


def single_cost(log_tau):
    v = np.exp(-t_full / np.exp(log_tau))
    v = v - v.mean()
    return np.sum((pair - v * (v @ pair) / (v @ v))**2)


best = minimize_scalar(single_cost, bounds=(np.log(0.2), np.log(1.2)),
                       method="bounded")
print(f"pair as one exponential: tau={np.exp(best.x):.3f} s, "
      f"chi2 cost={best.fun:.2f}")

# A slow trap is known only through amplitude/lifetime in a short window
for end in (10.0, 100.0, 3.2e4):
    t = times[times <= end * 1.0001]
    d = 30 * np.exp(-t / 1000) - 60 * np.exp(-t / 2000)
    cost = np.sum((d - d.mean())**2) / sigma**2
    assert cost < 1 if end <= 100 else cost > 100
    print(f"doubling slow amplitude and tau, t<={min(end, times[-1]):.0f} s:"
          f" chi2={cost:.3g}")

# All windows and regularizations
windows = [full, (1e-4, 30.0), (1e-4, 10.0), (5e-4, 100.0)]
runs = []
print("peaks as tau[s]:area[mA/mm]")
for win in windows:
    for factor in (0.3, 1.0, 3.0):
        g, chi, _ = invert(win, factor * lam, current)
        runs.append(find_peaks(g))
        text = " ".join(f"{p[0]:.3g}:{p[1]:.3g}" for p in runs[-1])
        print(f"{win[0]:.0e}-{win[1]:.0f} s, {factor} lam*, "
              f"chi2 {chi:.0f}: {text}")

# Fresh noise records, and the proven bound on noise response
fresh = []
ratios = []
for _ in range(12):
    data = clean + sigma * rng.standard_normal(times.size)
    g = invert(full, lam, data)[0]
    fresh.append(find_peaks(g))
    z_new = prepare(full, data)[1]
    ratios.append(np.sqrt(h) * np.linalg.norm(g - g_ref)
                  / (np.linalg.norm(z_new - z) / (2 * lam)))
assert max(ratios) <= 1
print(f"largest noise response / bound: {max(ratios):.3f}")

reference = find_peaks(g_ref)
survivors = []
for p in reference:
    kept = sum(matches(p, r) for r in runs)
    repeated = sum(matches(p, r) for r in fresh)
    if kept == len(runs):
        survivors.append(p)
    print(f"peak {p[0]:.4g} s, area {p[1]:.2f} mA/mm: "
          f"runs {kept}/{len(runs)}, fresh noise {repeated}/12")
for center in (5e-3, 0.5):
    p = nearest(survivors, center)
    assert abs(np.log(p[0] / center)) < np.log(1.3)
    assert abs(p[1] / 20 - 1) < 0.2
    assert sum(matches(p, r) for r in fresh) >= 10
    values = np.array([nearest(r, center) for r in fresh])
    print(f"fresh-noise spread near {center} s: "
          f"tau {100*np.std(np.log(values[:, 0]), ddof=1):.2f} %, "
          f"area {np.std(values[:, 1], ddof=1):.3f} mA/mm")
assert max(p[0] for p in reference) > 10
assert all(p[0] < 10 for p in survivors)

# Control: the slow lifetime lies inside a longer window
long_window = (1e-4, times[-1])
g_long, _, base_long = invert(long_window, lam, current)
slow = nearest(find_peaks(g_long), 1000.0)
control = [find_peaks(invert((1e-4, end), f * lam, current)[0])
           for end in (times[-1], 1e4) for f in (0.3, 1.0, 3.0)]
kept = sum(matches(slow, r) for r in control)
assert kept == len(control)
assert abs(np.log(slow[0] / 1000)) < np.log(1.3)
assert abs(slow[1] / 30 - 1) < 0.15
assert base_ref < I_inf - 5 and abs(base_long - I_inf) < 2
print(f"long record ends at {times[-1]:.0f} s; slow peak {slow[0]:.1f} s, "
      f"area {slow[1]:.2f} mA/mm")
print(f"slow peak survives in long-window runs: {kept}/{len(control)}")
print(f"fitted I_inf: {base_ref:.2f} (100 s), {base_long:.2f} (long) mA/mm")
print("all good")
```

Output:

```
kernel power at omega=1: 2.7203e-01
kernel power at omega=2: 5.8668e-03
kernel power at omega=3: 1.6902e-04
noise sigma: 0.2 mA/mm; true I_inf: 500.0 mA/mm
true trap: tau=0.005 s, amplitude=20 mA/mm
true trap: tau=0.4082 s, amplitude=10 mA/mm
true trap: tau=0.6124 s, amplitude=10 mA/mm
true trap: tau=1000 s, amplitude=30 mA/mm
steps: ln t 0.0576, ln tau 0.1919; samples to 100 s: 241
chi2 at small lambda 0.003 mm/mA: 215.9
lambda*: 0.1853 mm/mA; chi2: 225.9
relative gap between the two solvers: 1.3e-11
filter at omega=2.22: packet 0.959, law 0.971
filter at omega=3.22: packet 0.500, law 0.500
filter at omega=4.22: packet 0.043, law 0.032
resolution: 0.976 in ln tau, factor 2.65
pair as one exponential: tau=0.500 s, chi2 cost=7.33
doubling slow amplitude and tau, t<=10 s: chi2=6.19e-05
doubling slow amplitude and tau, t<=100 s: chi2=0.584
doubling slow amplitude and tau, t<=31623 s: chi2=7.24e+05
peaks as tau[s]:area[mA/mm]
1e-04-100 s, 0.3 lam*, chi2 218: 4.59e-05:1.39 0.00508:20 0.507:19.9 1.25e+03:29.9
1e-04-100 s, 1.0 lam*, chi2 226: 4e-05:1.21 0.00508:20.1 0.506:19.9 636:15.7
1e-04-100 s, 3.0 lam*, chi2 274: 0.00504:20.2 0.508:19.9 354:9.11
1e-04-30 s, 0.3 lam*, chi2 194: 4.6e-05:1.38 0.00509:20 0.508:20 414:8.54
1e-04-30 s, 1.0 lam*, chi2 199: 4e-05:1.21 0.00508:20.1 0.51:20 219:4.43
1e-04-30 s, 3.0 lam*, chi2 239: 0.00504:20.2 0.515:20.1 146:2.34
1e-04-10 s, 0.3 lam*, chi2 178: 4.61e-05:1.38 0.00508:20 0.513:20.1
1e-04-10 s, 1.0 lam*, chi2 182: 3.99e-05:1.21 0.00508:20.1 0.515:20.1
1e-04-10 s, 3.0 lam*, chi2 218: 0.00504:20.2 0.518:20.2
5e-04-100 s, 0.3 lam*, chi2 188: 0.0051:20 0.507:19.9 1.25e+03:29.9
5e-04-100 s, 1.0 lam*, chi2 196: 0.00507:20.1 0.506:19.9 636:15.7
5e-04-100 s, 3.0 lam*, chi2 244: 0.005:20.3 0.508:19.9 354:9.11
largest noise response / bound: 0.155
peak 3.997e-05 s, area 1.21 mA/mm: runs 6/12, fresh noise 2/12
peak 0.005077 s, area 20.08 mA/mm: runs 12/12, fresh noise 12/12
peak 0.5064 s, area 19.91 mA/mm: runs 12/12, fresh noise 12/12
peak 635.9 s, area 15.74 mA/mm: runs 2/12, fresh noise 9/12
fresh-noise spread near 0.005 s: tau 0.62 %, area 0.060 mA/mm
fresh-noise spread near 0.5 s: tau 0.62 %, area 0.069 mA/mm
long record ends at 31623 s; slow peak 1000.3 s, area 30.00 mA/mm
slow peak survives in long-window runs: 6/6
fitted I_inf: 487.18 (100 s), 500.12 (long) mA/mm
all good
```
